# Binding threshold of a spherical well as an electron trap model

## Question

Charge-trap memory stores electrons on localized levels below the conduction-band edge of a nitride layer. As a simple model of an electrically neutral trap, let one electron of effective mass $m$ move in the spherical well

$$V(r)=\begin{cases}-V_0, & r<a,\\ 0, & r>a,\end{cases}\qquad V_0>0 .$$

The mass is the same inside and outside. Energy is measured from the band edge, so a bound state is a normalizable state with $E<0$. Its binding energy is $B=-E>0$.

Use $a=0.3$ nm and $m=0.5\,m_e$, where $m_e$ is the free-electron mass. For this mass $\hbar^2/(2m)=0.07620$ eV nm². These are round model parameters.

- **(a)** Obtain the radial equation and its condition at $r=0$. Show that if the well has any bound state, it has one with $l=0$.
- **(b)** Derive the equation that fixes the $l=0$ bound levels.
- **(c)** Find the necessary and sufficient condition on $V_0$ for binding. What happens at the limiting depth itself?
- **(d)** Evaluate the limiting depth. How does it change for $m=0.4\,m_e$ and $a=0.5$ nm?
- **(e)** Derive the leading behaviour of $B$ just above the limiting depth, and examine wells of depth 2.0, 2.3 and 3.0 eV.
- **(f)** What is the smallest depth that places a level 1.0 eV below the band edge? Discuss what the model leaves out.

## Model answers

### (a) Radial equation and the role of $l$

The potential is central, so write $\psi=\dfrac{u(r)}{r}Y_{lm_l}(\theta,\phi)$. The radial part of the Laplacian acting on $u/r$ gives $u''/r$, and the angular part gives $-l(l+1)u/r^3$. Multiplying the Schrödinger equation by $r$ leaves

$$-\frac{\hbar^2}{2m}u''+\left[V(r)+\frac{\hbar^2l(l+1)}{2mr^2}\right]u=Eu .$$

The condition at the origin is $u(0)=0$. For $l=0$, a non-zero $u(0)$ would make $\psi$ behave as $1/r$. The Laplacian of $1/r$ contains a delta function at the origin, which the finite potential cannot cancel. For $l\ge1$ the solutions near the origin behave as $r^{l+1}$ or $r^{-l}$. The second is not normalizable, so $u\propto r^{l+1}$, which also vanishes.

Now suppose that a normalized bound state $u$ exists with $l\ge1$ and $E<0$. Multiply the radial equation by $u$ and integrate. Since $u$ vanishes at the origin and at infinity, integration by parts gives $-\int uu''\,dr=\int u'^2\,dr$, and

$$E=\int_0^\infty\left[\frac{\hbar^2}{2m}u'^2+Vu^2\right]dr+\int_0^\infty\frac{\hbar^2l(l+1)}{2mr^2}u^2\,dr .$$

The first integral is the mean energy of the same function $u$ in the $l=0$ problem. The second is positive, so the first is below $E$ and hence negative. If the $l=0$ problem had no bound state, all its states would have $E\ge0$, and no superposition of them could have a negative mean energy. An $l=0$ bound state must therefore exist. The threshold for binding can be found from $l=0$ alone.

### (b) Matching condition

The mean kinetic energy is positive and the potential is nowhere below $-V_0$, so $E>-V_0$, that is, $B<V_0$. We may then define two positive numbers,

$$k^2=\frac{2m(V_0-B)}{\hbar^2},\qquad \kappa^2=\frac{2mB}{\hbar^2}.$$

Inside the well the equation is $u''=-k^2u$, and $u(0)=0$ selects the sine. Outside it is $u''=\kappa^2u$, and normalization excludes the growing exponential:

$$u=A\sin kr\quad(r<a),\qquad u=Ce^{-\kappa r}\quad(r>a).$$

The potential has a finite jump at $a$, so $u''$ has a finite jump, while $u$ and $u'$ are continuous:

$$A\sin ka=Ce^{-\kappa a},\qquad Ak\cos ka=-\kappa Ce^{-\kappa a}.$$

$C$ cannot be zero, since $u$ and $u'$ would then both vanish at $a$ and $u$ would be zero everywhere. Hence $\sin ka\ne0$, and dividing the second equation by the first gives $k\cot ka=-\kappa$. With $x=ka$,

$$x\cot x=-\kappa a,\qquad x^2+(\kappa a)^2=x_0^2\equiv\frac{2mV_0a^2}{\hbar^2}.$$

The second relation follows by adding the definitions of $k^2$ and $\kappa^2$.

### (c) Condition for binding

*Necessity.* For a bound state $\kappa a>0$, so $x\cot x$ must be negative. For $0<x<\pi/2$ the cotangent is positive, and at $x=\pi/2$ it is zero. Therefore $x>\pi/2$. Since $x_0^2=x^2+(\kappa a)^2>x^2$, it follows that $x_0>\pi/2$.

*Sufficiency.* Let $x_0>\pi/2$ and define

$$F(x)=x\cot x+\sqrt{x_0^2-x^2}.$$

A zero of $F$ with $x<x_0$ is a bound level. At $x=\pi/2$ the first term vanishes and $F=\sqrt{x_0^2-\pi^2/4}>0$. At the upper end there are two cases:

- If $x_0<\pi$, then $F(x_0)=x_0\cot x_0<0$, because the cotangent is negative between $\pi/2$ and $\pi$.
- If $x_0\ge\pi$, then $F\to-\infty$ as $x$ approaches $\pi$ from below, because the square root stays finite.

$F$ is continuous in between, so it has a zero. The condition $x_0>\pi/2$ is thus necessary and sufficient. Squaring it gives $2mV_0a^2/\hbar^2>\pi^2/4$, or

$$V_0>V_c,\qquad V_c=\frac{\pi^2\hbar^2}{8ma^2}.$$

At $V_0=V_c$ there is no state with $E<0$. The solution at $E=0$ is $u=A\sin(\pi r/2a)$ inside, which reaches the wall with zero slope. Outside, $u''=0$, so $u$ continues as the constant $A$ and $\int u^2\,dr$ diverges. The "minimum depth" is therefore a limiting value that must be exceeded.

The condition has a direct geometrical meaning. To join a decaying tail, $u$ must already be falling at the wall. It starts from zero at the centre, so it must pass its maximum inside the well, and this takes more than a quarter of a wavelength. A shallow well does not bend $u$ enough within the distance $a$.

### (d) Numerical value

Define the energy scale of the well,

$$\varepsilon=\frac{\hbar^2}{2ma^2}=\frac{0.07620\ \text{eV nm}^2}{(0.3\ \text{nm})^2}=0.8467\ \text{eV}.$$

Since $V_c=(\pi^2/4)\,\varepsilon$,

$$V_c=2.4674\times0.8467\ \text{eV}=2.089\ \text{eV}\approx2.1\ \text{eV}.$$

The formula scales as $1/(ma^2)$. For the second set of parameters,

$$V_c=2.089\ \text{eV}\times\frac{0.5}{0.4}\times\left(\frac{0.3}{0.5}\right)^2=0.940\ \text{eV}.$$

Direct integration of the zero-energy radial equation gives the same thresholds in both cases, as the numerical output shows. The radius enters squared, so a small relative error in $a$ produces twice that relative error in $V_c$, with the opposite sign. A radius known to 10% fixes the threshold to about 20%.

### (e) Levels near the threshold

Just above threshold $x$ is slightly larger than $\pi/2$. Put $x=\pi/2+\delta$ with $0<\delta\ll1$. Because $\cot(\pi/2+\delta)=-\tan\delta$, the matching condition becomes

$$\kappa a=\left(\frac{\pi}{2}+\delta\right)\tan\delta\approx\frac{\pi\delta}{2}.$$

To the same order, $(\kappa a)^2$ is of order $\delta^2$ and may be dropped in

$$x_0^2-\frac{\pi^2}{4}=\pi\delta+\delta^2+(\kappa a)^2\approx\pi\delta\approx2\kappa a .$$

The left side equals $(V_0-V_c)/\varepsilon$, because $x_0^2=V_0/\varepsilon$. Hence $\kappa a\approx(V_0-V_c)/(2\varepsilon)$. With $B=\varepsilon(\kappa a)^2$,

$$B\approx\frac{(V_0-V_c)^2}{4\varepsilon}\qquad(\text{leading order in }V_0-V_c).$$

The binding energy starts quadratically, so a well slightly deeper than $V_c$ gives a very shallow level.

**Depth 2.0 eV.** This is below $V_c$: $x_0=\sqrt{2.0/0.8467}=1.537$, less than $\pi/2=1.571$. There is no bound state. When the system is enclosed in a large sphere, the lowest $l=0$ level is positive, and it falls from 0.0020 to 0.0006 eV when the sphere's radius is doubled from 15 to 30 nm. This is how a continuum level behaves, but two spheres alone would not prove that binding is absent. A well just above $V_c$ has a bound state that can be larger than the sphere, and its lowest level is then also positive and falls as the sphere grows. Here the proof is the condition $x_0<\pi/2$.

**Depth 2.3 eV.** Numerical solution of the matching condition gives $B=0.0122$ eV. The leading-order formula gives

$$B\approx\frac{(2.3-2.0891)^2}{4\times0.8467}\ \text{eV}=0.0131\ \text{eV},$$

about 7% above the solution of the matching condition. From $\kappa a=\sqrt{0.0122/0.8467}=0.120$, the decay length of $u$ is $1/\kappa=0.3\ \text{nm}/0.120=2.5$ nm, more than eight times the well radius. The electron is bound, but its wave function extends far outside the well.

**Depth 3.0 eV.** The matching condition gives $B=0.187$ eV. The leading-order formula gives $(0.9109)^2/(4\times0.8467)=0.245$ eV, about 31% too large relative to the matching result. Here $V_0-V_c$ is no longer small compared with $V_c$, and the full condition is needed.

### (f) A level 1.0 eV below the band edge

The binding energy is now given and the depth is unknown. First,

$$\kappa a=\sqrt{\frac{B}{\varepsilon}}=\sqrt{\frac{1.0}{0.8467}}=1.0868 .$$

We need the smallest positive root of $x\cot x=-1.0868$. There is none for $x\le\pi/2$, where the left side is not negative. Between $\pi/2$ and $\pi$ the derivative $\cot x-x/\sin^2x$ is negative, so the left side decreases steadily from $0$ to $-\infty$ and there is one root. Numerically it is $x=2.0569$. The depth follows from $V_0=B+\varepsilon x^2$:

$$V_0=1.0\ \text{eV}+0.8467\times(2.0569)^2\ \text{eV}=1.0\ \text{eV}+3.58\ \text{eV}\approx4.6\ \text{eV}.$$

By part (a), a level with $l\ge1$ at this energy would require an $l=0$ level still lower, and so a deeper well. Thus 4.6 eV is the smallest depth for any $l$.

In this static model, the energy needed to lift the electron to the band edge is $B$, not $V_0$. The level lies 3.58 eV above the bottom of the well and 1.0 eV below the band edge. The 3.58 eV equals the local kinetic term $\hbar^2k^2/(2m)$ inside the well. It is not the mean kinetic energy of the state, which also includes the tail outside.

Three omissions limit the model.

1. At threshold $k=\pi/(2a)$, so $1/k=0.19$ nm. This is comparable with interatomic distances, whereas effective-mass theory assumes an envelope that varies slowly over them. The energies are also large: the local kinetic terms (2.1 and 3.6 eV) and the depth of 4.6 eV are comparable with the gap of silicon nitride, roughly 5 eV, so a parabolic band with one constant mass does not hold over this range. As a rough measure, replace $T=\hbar^2k^2/(2m)$ by the two-band form $T(1+T/E_g)=\hbar^2k^2/(2m)$, where $T$ is the local kinetic energy and $E_g=5$ eV. The threshold condition $ka=\pi/2$ then reads $V_c(1+V_c/E_g)=2.089$ eV, which gives $V_c\approx1.6$ eV. The values 2.1 and 4.6 eV are estimates of scale, not predictions for a particular nitride defect.
2. The trap is neutral when empty. A positively charged centre adds an attractive Coulomb tail, and the threshold disappears: for a state spread over a large radius $R$, the kinetic energy falls as $1/R^2$ but the Coulomb attraction only as $1/R$, so a sufficiently large $R$ gives a negative mean energy.
3. The atoms are held fixed. Their relaxation after capture changes the energy needed to release the electron, and a static well does not describe this.

## Computed values

```
effective mass: 0.5 electron masses
well radius a: 0.3 nm
hbar^2/(2m): 0.07620 eV nm^2
hbar^2/(2 m a^2): 0.8467 eV
threshold depth Vc, formula: 2.0891 eV
threshold depth Vc, integration: 2.0891 eV
second case: mass 0.4 electron masses, a = 0.5 nm
second case Vc, formula: 0.9401 eV
second case Vc, integration: 0.9401 eV
depth 2.0 eV: k0 a = 1.5370 rad
depth 2.0 eV, lowest level, 15 nm box: 0.001997 eV
depth 2.0 eV, lowest level, 30 nm box: 0.000612 eV
depth 2.3 eV: k0 a = 1.6482 rad
depth 2.3 eV, binding energy, matching: 0.0122 eV
depth 2.3 eV, binding energy, grid: 0.0122 eV
depth 3.0 eV: k0 a = 1.8824 rad
depth 3.0 eV, binding energy, matching: 0.1866 eV
depth 3.0 eV, binding energy, grid: 0.1866 eV
target binding energy: 1.0 eV
kappa a at target: 1.0868
k a at target: 2.0569 rad
kinetic term hbar^2 k^2/(2m) at target: 3.5820 eV
well depth needed: 4.5820 eV
binding energy at that depth, grid: 1.0000 eV
lowest l = 1 level at that depth, 30 nm box: 0.001709 eV
```
